\section*{The hydrogenic spin-orbit constant and the sodium 3p doublet}

\section*{Problem}

An electron moves in a central potential energy $V(r)$. Atomic units are used in the algebra: $\hbar=m_e=e=1$, the speed of light is $c=1/\alpha$, and energies are in hartree. The angular momenta $\mathbf L$ and $\mathbf S$ are in units of $\hbar$. The nucleus is a fixed point charge $Z$.

\begin{enumerate}
\item[(a)] Starting from the Dirac equation, find the term of order $\alpha^2$ that couples the spin to the orbital motion.
\item[(b)] For $V=-Z/r$ and $l\ge1$, the effect of this term within a level $(n,l)$ can be written $\zeta\,\mathbf L\cdot\mathbf S$. Find $\zeta$ as a function of $Z$, $n$ and $l$.
\item[(c)] Find the energy difference between the states $j=l+\tfrac12$ and $j=l-\tfrac12$.
\item[(d)] The 3p level of the sodium atom is split by about $17\ \mathrm{cm^{-1}}$; for the arithmetic take the given value $17.2\ \mathrm{cm^{-1}}$. Compare this with the hydrogenic result for $Z=11$. Can higher relativistic orders explain the difference?
\item[(e)] A Hartree--Fock calculation for a 3p electron outside a frozen $\mathrm{Na}^+$ core gives $\langle r^{-3}\rangle=1.129$ \AA$^{-3}$. Averaged with weight $r^{-3}$ over this orbital, the charge of the nucleus and the core electrons inside radius $r$ is $8.611$. Estimate the splitting again, and say where the hydrogenic estimate goes wrong.
\end{enumerate}

Data: $\alpha=0.00729735$, 1 hartree $=27.2114$ eV, 1 bohr $=0.529177$ \AA, and $1\ \mathrm{cm^{-1}}$ corresponds to $1.23984\times10^{-4}$ eV.

\section*{Hints}

\begin{enumerate}
\item[(a)] Eliminate the lower two components of the Dirac spinor and expand in $1/c^2$. Keep the order of $\mathbf p$ and $V$. To find the coupling you need only the part that contains $\boldsymbol\sigma$, but check that the rest cannot distinguish the two values of $j$.
\item[(b)] You need $\langle r^{-3}\rangle$, and no explicit wave function is required. The mean radial force in a stationary state vanishes, which relates $\langle r^{-3}\rangle$ to $\langle r^{-2}\rangle$. The latter follows from the way the energy depends on $l$ when $l$ is treated as a continuous parameter.
\item[(c)] Square $\mathbf J=\mathbf L+\mathbf S$.
\item[(d)] Distinguish $\zeta$ from the splitting. The size of $(Z\alpha)^2$ shows what to expect of higher orders.
\item[(e)] For a spherical charge distribution, the field at $r$ depends on the charge inside $r$. Write the ratio of the two estimates as a product of two factors.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The spin-orbit operator}

Let $\varepsilon$ be the energy without the rest energy $c^2$. The upper and lower two-component functions $\varphi$ and $\chi$ obey
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=\varepsilon\varphi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi&=\varepsilon\chi .
\end{align}
The second equation gives $\chi=c\,(2c^2+\varepsilon-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\varphi$. We insert this in the first:
\begin{equation}
(\varepsilon-V)\varphi=\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\end{equation}
Where $|\varepsilon-V|\ll2c^2$, the fraction is
\begin{equation}
\frac{c^2}{2c^2+\varepsilon-V}\simeq\frac12-\frac{\alpha^2}{4}(\varepsilon-V).
\end{equation}
Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, we obtain, with $h_0=p^2/2+V$ and $W=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$,
\begin{equation}
\Big(h_0+\frac{\alpha^2}{4}W\Big)\varphi
=\varepsilon\Big(1+\frac{\alpha^2}{4}p^2\Big)\varphi .
\label{eq:gen}
\end{equation}

The factor on the right appears because $\varphi$ alone is not normalized: the lower component $\chi\simeq\frac{\alpha}{2}\boldsymbol\sigma\cdot\mathbf p\,\varphi$ carries the probability $\frac{\alpha^2}{4}\langle p^2\rangle$. We remove the factor by setting $\varphi=(1-\alpha^2p^2/8)\psi$ and multiplying (\ref{eq:gen}) from the left by $(1-\alpha^2p^2/8)$. To order $\alpha^2$ the right side becomes $\varepsilon\psi$, because $-\frac18+\frac14-\frac18=0$. The left side gives the Hamiltonian
\begin{equation}
H=h_0+\frac{\alpha^2}{4}W-\frac{\alpha^2}{8}\left(p^2h_0+h_0p^2\right).
\label{eq:H}
\end{equation}

The last term contains no spin. For $W$ we use $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$ with $\mathbf A=\mathbf p$ and $\mathbf B=V\mathbf p$:
\begin{equation}
W=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).
\end{equation}
In the cross product, $\mathbf p=-i\nabla$ acts on $V$ and on what follows it. The second contribution contains $\mathbf p\times\mathbf p=0$, so $\mathbf p\times V\mathbf p=-i(\nabla V)\times\mathbf p$. The factors $i$ and $-i$ multiply to $+1$. With $\nabla V=(dV/dr)\,\mathbf r/r$, $\mathbf r\times\mathbf p=\mathbf L$ and $\boldsymbol\sigma=2\mathbf S$, the spin-dependent part of $W$ is
\begin{equation}
\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\frac1r\frac{dV}{dr}\,\boldsymbol\sigma\cdot\mathbf L
=\frac2r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S .
\end{equation}
Multiplication by $\alpha^2/4$ gives
\begin{equation}
H_{\rm so}=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}\;\mathbf L\cdot\mathbf S .
\label{eq:hso}
\end{equation}

The other terms of order $\alpha^2$ in (\ref{eq:H}) are spin-free and rotationally invariant. In first order they shift all states of given $n$ and $l$ equally, and so drop out of the doublet splitting. In a Coulomb field, states of different $l$ but equal $n$ are degenerate; the perturbation does not mix them, because every term in it commutes with $L^2$.

The expansion fails close to a point nucleus, at $r\lesssim Z\alpha^2/2$, where $|V|$ reaches $2c^2$. For $l\ge1$ this does no harm at leading order. Near the origin the radial density varies as $r^{2l+2}$, so the integral of density$/r^3$ up to $r$ is a fraction of the total that scales as $(Zr)^{2l}$. At $r\sim Z\alpha^2/2$ that fraction scales as $(Z\alpha)^{4l}$.

\subsection*{(b) The hydrogenic constant}

For $V=-Z/r$ we have $dV/dr=Z/r^2$, which is positive because the force is attractive. Averaging (\ref{eq:hso}) over the radial function gives
\begin{equation}
\zeta=\frac{\alpha^2Z}{2}\,\langle r^{-3}\rangle .
\label{eq:zr3}
\end{equation}

Write the radial function as $R=u/r$ with $\int_0^\infty u^2\,dr=1$. Its equation is
\begin{equation}
-\frac12u''+\left[\frac{l(l+1)}{2r^2}-\frac Zr\right]u=Eu .
\label{eq:rad}
\end{equation}

\paragraph{The mean of $r^{-2}$.} We first need $E$ for non-integer $l$. Put $E=-\kappa^2/2$ and $u=r^{l+1}e^{-\kappa r}\sum_k a_kr^k$. Comparing powers of $r$ in (\ref{eq:rad}) yields
\begin{equation}
(k+1)(k+2l+2)\,a_{k+1}=2\left[\kappa(k+l+1)-Z\right]a_k .
\end{equation}
If the series did not end, then $a_{k+1}/a_k\to2\kappa/k$ at large $k$. The sum would grow as $e^{2\kappa r}$ and $u$ could not be normalized. It ends at some $k=n_r$ if $\kappa=Z/(n_r+l+1)$. Nothing here requires $l$ to be an integer, so
\begin{equation}
E=-\frac{Z^2}{2(n_r+l+1)^2},\qquad n=n_r+l+1 .
\end{equation}

Now differentiate $E=\langle u|h_l|u\rangle$ with respect to $l$ at fixed $n_r$, where $h_l$ is the radial Hamiltonian in (\ref{eq:rad}). The change of $u$ contributes $2E\int u\,(\partial u/\partial l)\,dr=E\,\partial(\int u^2dr)/\partial l=0$, because the norm is fixed. What remains is the derivative of the centrifugal term:
\begin{equation}
\frac{\partial E}{\partial l}=\frac{2l+1}{2}\langle r^{-2}\rangle .
\end{equation}
The energy formula gives $\partial E/\partial l=Z^2/n^3$. Hence
\begin{equation}
\langle r^{-2}\rangle=\frac{Z^2}{n^3(l+\frac12)} .
\end{equation}

\paragraph{The mean of $r^{-3}$.} Write (\ref{eq:rad}) as $u''=Qu$ with
\begin{equation}
Q=\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\frac{Z^2}{n^2}.
\end{equation}
Multiplication by $2u'$ gives $(u'^2)'=Q\,(u^2)'$. We integrate from 0 to $\infty$, the right side by parts:
\begin{equation}
\big[u'^2\big]_0^\infty=\big[Qu^2\big]_0^\infty-\int_0^\infty Q'u^2\,dr .
\end{equation}
At infinity $u$ and $u'$ vanish exponentially. Near the origin $u\propto r^{l+1}$, so $u'^2$ and $Qu^2$ both vary as $r^{2l}$ and vanish for $l\ge1$. Therefore $\int Q'u^2dr=0$. Since $Q'=-2l(l+1)/r^3+2Z/r^2$,
\begin{equation}
l(l+1)\langle r^{-3}\rangle=Z\langle r^{-2}\rangle .
\end{equation}
This is the balance of the mean centrifugal force and the mean Coulomb attraction. Inserting $\langle r^{-2}\rangle$,
\begin{equation}
\langle r^{-3}\rangle=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)} ,
\label{eq:r3}
\end{equation}
and (\ref{eq:zr3}) becomes
\begin{equation}
\boxed{\;\zeta=\frac{\alpha^2Z^4}{2n^3\,l(l+\frac12)(l+1)}\ \text{hartree},\qquad l\ge1\;}
\label{eq:zeta}
\end{equation}

The fourth power of $Z$ has two sources. One factor $Z$ is the strength of the field. The other three come from $\langle r^{-3}\rangle$, because all lengths in a one-electron ion shrink as $1/Z$. This separation will locate the error in sodium.

\subsection*{(c) The doublet splitting}

From $J^2=L^2+S^2+2\mathbf L\cdot\mathbf S$ and $s(s+1)=\frac34$,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]
=\begin{cases}\ \ l/2, & j=l+\frac12,\\ -(l+1)/2, & j=l-\frac12.\end{cases}
\end{equation}
The state of larger $j$ lies higher, since $\zeta>0$, and the splitting is
\begin{equation}
\Delta E=\left[\frac l2+\frac{l+1}{2}\right]\zeta=\left(l+\tfrac12\right)\zeta
=\frac{\alpha^2Z^4}{2n^3\,l(l+1)} .
\label{eq:split}
\end{equation}
For a p level, $j=\frac32$ is raised by $\zeta/2$ and $j=\frac12$ lowered by $\zeta$, so that $\Delta E=\frac32\zeta$. The four states of the first and the two of the second leave the mean energy unchanged: $4(\zeta/2)-2\zeta=0$.

\subsection*{(d) Sodium with the full nuclear charge}

For $n=3$ and $l=1$ the denominator in (\ref{eq:zeta}) is $2\cdot27\cdot1\cdot\frac32\cdot2=162$. With $11^4=14641$,
\begin{align}
\zeta&=\frac{(0.00729735)^2\times14641}{162}\times27.2114\ \mathrm{eV}=0.1310\ \mathrm{eV},\\
\Delta E&=\tfrac32\,\zeta=0.1964\ \mathrm{eV},
\end{align}
or $1584\ \mathrm{cm^{-1}}$. The given splitting is
\begin{equation}
17.2\times1.23984\times10^{-4}\ \mathrm{eV}=0.002133\ \mathrm{eV}.
\end{equation}
The hydrogenic value is too large by the factor $0.1964/0.002133\simeq92$.

Higher relativistic orders are not responsible. Here $(Z\alpha)^2=(0.0803)^2\simeq0.006$, so corrections of relative order one per cent or less are expected. Diagonalizing the radial Dirac Hamiltonian for $Z=11$ gives a 3p splitting of $0.1973$ eV, which is $0.4\,\%$ above the first-order value. The small correction even has the wrong sign to help.

Formula (\ref{eq:zeta}) is therefore accurate for the system it describes, the one-electron ion $\mathrm{Na}^{10+}$. The fault is in applying it to the neutral atom, whose 3p electron moves mostly outside ten others.

\subsection*{(e) The effect of the core}

Let $N(r)$ be the number of core electrons inside radius $r$. The closed-shell core is spherical, so by Gauss's law the electron at $r$ feels the charge $Z-N(r)$ as if it were at the centre:
\begin{equation}
\frac{dV}{dr}=\frac{Z-N(r)}{r^2}.
\end{equation}
Near the nucleus the charge is 11; far outside the core it is 1. Using this electrostatic mean field in (\ref{eq:hso}), we find
\begin{equation}
\zeta_{\rm core}=\frac{\alpha^2}{2}\Big\langle\frac{Z-N(r)}{r^3}\Big\rangle
=\frac{\alpha^2}{2}\,Z_f\,\langle r^{-3}\rangle,
\qquad
Z_f=\frac{\langle[Z-N(r)]/r^3\rangle}{\langle r^{-3}\rangle}.
\end{equation}
$Z_f$ is the averaged charge given in the problem. In atomic units $\langle r^{-3}\rangle=1.129\times(0.529177)^3=0.1673$, and
\begin{equation}
\tfrac32\,\zeta_{\rm core}=\tfrac32\cdot\frac{(0.00729735)^2}{2}\times8.611\times0.1673\times27.2114\ \mathrm{eV}
=0.00157\ \mathrm{eV},
\end{equation}
or $12.6\ \mathrm{cm^{-1}}$. This is $73\,\%$ of the given splitting, where the hydrogenic estimate was 92 times too large.

To see what has changed, compare the two estimates factor by factor. Equation (\ref{eq:r3}) gives $\langle r^{-3}\rangle=1331/81$ bohr$^{-3}$ for $Z=11$, which is $110.9$ \AA$^{-3}$. Then
\begin{equation}
\frac{\zeta}{\zeta_{\rm core}}
=\frac{110.9}{1.129}\times\frac{11}{8.611}
\simeq98\times1.28\simeq125 .
\end{equation}
The weaker field accounts for a factor of only $1.28$. Nearly all of the reduction comes from $\langle r^{-3}\rangle$: the real 3p electron is seldom near the nucleus. Its mean radius in the calculation is $3.17$ \AA, against $0.60$ \AA\ in $\mathrm{Na}^{10+}$.

The splitting nevertheless arises deep inside the atom. Half of the integral for $\zeta_{\rm core}$ comes from $r<0.088$ \AA, where the 3p electron is found with a probability of about $0.009\,\%$. In that region the nuclear charge is only weakly screened, which is why $Z_f$ is much closer to 11 than to 1. The core thus acts mainly by keeping the electron's density away from the nucleus, and much less by weakening the field where the coupling is strong.

As a check, when the core is removed and the 3p orbital is recomputed in the same basis, the splitting returns to $0.196$ eV. The reduction is therefore due to the core and not to the basis. This check changes the orbital and the field together; the two factors above separate the changes, with the field averaged over the screened orbital.

The remaining gap between $12.6$ and $17.2\ \mathrm{cm^{-1}}$ shows the limits of the estimate. It leaves out the exchange part of the two-electron spin-orbit interaction, the response of the core to the valence electron, other electron correlation, and relativistic changes of the orbitals. These effects do not all act in the same direction: the exchange part, evaluated with the same frozen orbitals, adds to the screening and lowers the estimate to about $11.3\ \mathrm{cm^{-1}}$. The other effects must therefore supply more than the missing $27\,\%$. A large part comes from one relativistic change of the orbitals that is itself of order $\alpha^2$: the spin-orbit term also acts on the core 2p electrons, makes their $j=\frac12$ and $j=\frac32$ radial functions slightly different, and this difference reaches the 3p electron through exchange. If the $\mathrm{Na}^+$ core is allowed to relax self-consistently under the electrostatic operator used above, without the exchange part, the splitting rises from $12.6$ to about $16.8\ \mathrm{cm^{-1}}$. The share of correlation is not determined here.

\section*{Variation 1: can one effective charge repair the formula?}

\emph{Question.} Far from the core the 3p electron sees unit charge. Does $Z=1$ give the right splitting? Which single value of $Z$ would, and does it describe the atom?

\emph{Solution.} For $Z=1$ the splitting is smaller than for $Z=11$ by $11^4$:
\begin{equation}
\Delta E=\frac{0.1964\ \mathrm{eV}}{14641}=1.34\times10^{-5}\ \mathrm{eV}.
\end{equation}
This is too small by a factor of 159. It ignores the short time the electron spends inside the core, where the splitting arises.

Because $\Delta E\propto Z^4$, the given splitting is reproduced by
\begin{equation}
Z_{\rm fit}=11\left(\frac{0.002133}{0.1964}\right)^{1/4}=3.55 .
\end{equation}
This charge is fitted, so its agreement with the splitting confirms nothing. A different property provides a test. Hydrogenic lengths scale as $1/Z$, so the mean 3p radius for $Z_{\rm fit}$ would be $0.6013\times11/3.55=1.86$ \AA, well below the Hartree--Fock value of $3.17$ \AA. One number cannot represent both the nearly bare nucleus that the electron meets at small $r$ and the unit charge that governs its motion outside.

\section*{Variation 2: the 3d level of the same ion}

\emph{Question.} How large is the 3d splitting of $\mathrm{Na}^{10+}$ compared with the 3p splitting? What happens for 3s?

\emph{Solution.} At fixed $Z$ and $n$, (\ref{eq:split}) varies as $1/[l(l+1)]$. Therefore
\begin{equation}
\frac{\Delta E(3d)}{\Delta E(3p)}=\frac{1\cdot2}{2\cdot3}=\frac13,
\qquad
\Delta E(3d)=\frac{0.1964\ \mathrm{eV}}{3}=0.0655\ \mathrm{eV}.
\end{equation}
Two effects compete. By (\ref{eq:r3}), $\langle r^{-3}\rangle$ and with it $\zeta$ fall by the factor $3/15=1/5$, because the larger centrifugal barrier suppresses the density at small $r$, where the weight $r^{-3}$ is large: there it varies as $r^6$ for d and as $r^4$ for p. The factor $l+\frac12$ in the splitting rises from $\frac32$ to $\frac52$, that is, by $5/3$. The product is $\frac13$.

For 3s there is no doublet: $l=0$ allows only $j=\frac12$, and $\mathbf L\cdot\mathbf S$ gives zero on an s state. Formula (\ref{eq:zeta}) must not be used there. Its denominator vanishes because $\langle r^{-3}\rangle$ diverges when $u\propto r$ at the origin, and the boundary term dropped in part (b) is then no longer zero.

\section*{Numbers as computed}
\begin{verbatim}
fine-structure constant alpha: 0.00729735 (no unit)
hartree: 27.211386 eV
bohr: 0.529177 angstrom
1 cm^-1: 1.239842e-04 eV
--- hydrogenic formula, n=3, l=1 ---
<r^-3>, Z=11: 110.89 angstrom^-3
mean radius, Z=11: 0.6013 angstrom
zeta, Z=11: 0.13096 eV
splitting 3 zeta/2, Z=11: 0.19644 eV
same splitting converted: 1584.4 cm^-1
Dirac splitting, Z=11: 0.19726 eV
Dirac / first-order splitting, Z=11: 1.00418
splitting, Z=1: 1.3417e-05 eV
--- comparison with sodium 3p ---
given splitting: 17.2 cm^-1
given splitting converted: 0.002133 eV
overestimate with Z=11: factor 92.1
underestimate with Z=1: factor 159
fitted charge Z_fit: 3.551 (units of e)
--- 3p in Hartree-Fock field of frozen Na+ core ---
3p orbital energy: -2.978 eV
mean radius: 3.171 angstrom
<r^-3>: 1.129 angstrom^-3
mean field charge, weight r^-3: 8.611 (units of e)
half of spin-orbit integral inside: 0.0878 angstrom
3p probability inside that radius: 0.009 percent
screened splitting: 0.001566 eV
same splitting converted: 12.6 cm^-1
screened / given splitting: 0.734
hydrogenic / screened splitting: 125.5
  factor from <r^-3>: 98.2
  factor from field charge: 1.277
core removed, same basis: splitting 0.19643 eV
\end{verbatim}
